# Adiabatic temperature scale of an antiferroelectric transition

## The problem

An antiferroelectric film of the zirconia type is nonpolar without a field. A strong enough field turns it into a polar phase, and it reverts when the field is lowered. This switching stores energy in a capacitor, and it also exchanges heat with the lattice.

Suppose that the polar phase has less entropy than the nonpolar phase, by 0.3 Boltzmann constants per formula unit of volume 34 Å\(^3\). The starting temperature is \(T_0=300\) K and the heat capacity is \(C=2.7\) MJ/(m\(^3\) K).

1. What temperature scale do these numbers set for a thermally isolated body?
2. How large are the heating when the field induces the polar phase and the cooling when a polar body at \(T_0\) reverts? Take both as complete and reversible, with \(C\) constant and equal in the two phases.
3. Where does the heat come from, and how must the field change during the transition?
4. What changes if \(C\) depends on temperature and phase?

For the field, take these rough typical values: a polarization jump \(\Delta P=20\) µC/cm\(^2\) and a mean threshold of 1.5 MV/cm at 300 K.

## Hints

**Hint 1.** Put the entropy and the heat capacity on the same basis, both per volume or both per formula unit. Heat released at temperature \(T\) is \(T\) times the entropy lost.

**Hint 2.** In a reversible adiabatic process the total entropy is constant. What the transition removes, the warming of the lattice must put back.

**Hint 3.** For an independent route, find the threshold from equal free energies. Then use the first law with electrical work \(E\,dP\), without assuming constant entropy.

**Hint 4.** When \(C\) varies, ask along which path, and in which phase, the entropy is put back.

## Full solution

### 1. The scale

Let \(s>0\) be the entropy of the nonpolar phase minus that of the polar phase, per volume:

\[
s=\frac{0.3\,k_B}{34\ \text{Å}^3}
=\frac{0.3\times1.3806\times10^{-23}\ \text{J/K}}{34\times10^{-30}\ \text{m}^3}
=0.1218\ \text{MJ/(m}^3\,\text{K)} .
\]

If the temperature hardly changes, the heat released is

\[
T_0s=300\times0.1218=36.5\ \text{MJ/m}^3 .
\]

With nowhere else to go, this heat warms the body. Dividing by \(C\) gives the scale

\[
\theta=\frac{T_0s}{C}=\frac{36.5}{2.7}\ \text{K}\approx13.5\ \text{K}.
\]

The ratio that controls the approximation is

\[
a=\frac{s}{C}=0.0451,\qquad \theta=aT_0 .
\]

Per formula unit, the given heat capacity is \(6.65\,k_B\). Three atoms have nine vibrational modes, so the classical harmonic limit is \(9\,k_B\), and the given value lies plausibly below it. The entropy drop divided by the heat capacity is then \(0.3/6.65\), which is again \(a\).

### 2. Finite heating and cooling

The scale treats \(T\) as fixed at \(T_0\) while the heat is released. To remove that approximation, use entropy. For constant \(C\), and with the nonpolar phase at \(T_0\) as zero,

\[
S_n(T)=C\ln\frac{T}{T_0},\qquad
S_p(T)=C\ln\frac{T}{T_0}-s .
\]

The logarithm comes from integrating \(dS=C\,dT/T\). Using one \(C\) for both phases makes \(s\) independent of temperature.

When the field induces the polar phase, the body starts nonpolar at \(T_0\) with zero entropy and ends polar at \(T_1\). Equal entropies require

\[
0=C\ln\frac{T_1}{T_0}-s
\quad\Longrightarrow\quad
T_1=T_0e^{a},
\]

so the heating is

\[
T_1-T_0=T_0(e^{a}-1)=13.8\ \text{K}.
\]

For the reverse transition, let the body first give up its heat while the field holds it polar, so that it starts at \(T_0\) with entropy \(-s\). It ends nonpolar at \(T_2\):

\[
-s=C\ln\frac{T_2}{T_0}
\quad\Longrightarrow\quad
T_2=T_0e^{-a},\qquad
T_0-T_2=T_0(1-e^{-a})=13.2\ \text{K}.
\]

If the heat is not given up first, reversible removal of the field only brings the body from \(T_1\) back to \(T_0\).

The expansions show where the scale stands:

\[
T_0(e^a-1)=\theta\left(1+\frac a2+\dots\right),\qquad
T_0(1-e^{-a})=\theta\left(1-\frac a2+\dots\right).
\]

The correction \(a/2\) is about 2.3% of \(\theta\), or 0.3 K. It has opposite signs in the two directions and cancels in the mean:

\[
\frac{T_0}{2}\left[(e^a-1)+(1-e^{-a})\right]
=T_0\sinh a=\theta\left(1+\frac{a^2}{6}+\dots\right).
\]

So 13.5 K is a leading-order scale that lies between the two finite changes. It is neither of them.

### 3. The energy account and the moving threshold

Let \(x\) be the polar fraction, so that the switched polarization is \(P=x\,\Delta P\). Elastic work and the linear dielectric response are left out. The energy densities are

\[
u_n=CT,\qquad u_p=CT+\Delta u ,
\]

where \(\Delta u\) is constant because both phases have the same \(C\). With \(f=u-TS\), the free-energy difference is

\[
f_p-f_n=\Delta u-T(S_p-S_n)=\Delta u+sT .
\]

In a field \(E\), the polar phase gains the term \(-E\,\Delta P\). The phases are in balance at the threshold \(E_t\), where \(f_n=f_p-E_t\Delta P\). Hence

\[
E_t(T)\,\Delta P=\Delta u+sT .
\]

Now convert a fraction \(dx\) at the threshold. The internal energy \(u=CT+x\,\Delta u\) changes by the electrical work alone, since no heat enters:

\[
C\,dT+\Delta u\,dx=E_t\,\Delta P\,dx .
\]

Moving \(\Delta u\,dx\) to the right and inserting the threshold gives

\[
C\,dT=(E_t\Delta P-\Delta u)\,dx=sT\,dx .
\]

Dividing by \(CT\) and integrating from \(x=0\) gives

\[
\ln\frac{T}{T_0}=ax,\qquad T(x)-T_0=T_0(e^{ax}-1).
\]

At \(x=1\) this is the result of the entropy balance. Numerical integration of the first law, with the threshold taken from the free energies, also gives 13.8 K of heating and 13.2 K of cooling. If only 70% of the body transforms, the heating is 9.6 K.

The example shows who pays for the heat. The electrical work at 300 K is

\[
E_t\Delta P=1.5\ \text{MV/cm}\times20\ \text{µC/cm}^2=30\ \text{MJ/m}^3 ,
\]

and therefore

\[
\Delta u=E_t\Delta P-sT_0=30-36.5=-6.5\ \text{MJ/m}^3 ,
\]

or about \(-1.4\) meV per formula unit. The polar phase has the lower energy in this parameter set, but at 300 K its lower entropy costs more than that energy gains. This is why a field is needed. The sign of \(\Delta u\) is not robust: it is the difference of two rough numbers and turns positive for a threshold above \(sT_0/\Delta P\approx1.83\) MV/cm, where the source supplies all the heat and more. Of the 36.5 MJ/m\(^3\) that a complete conversion held at 300 K would release, 30 come from the voltage source and 6.5 from the fall in internal energy.

The threshold moves as the body warms. For any two phases with constant \(\Delta P\), differentiate \(f_n=f_p-E_t\Delta P\) with respect to \(T\) and use \(df/dT=-S\):

\[
-S_n=-S_p-\Delta P\frac{dE_t}{dT}
\quad\Longrightarrow\quad
\frac{dE_t}{dT}=\frac{S_n-S_p}{\Delta P}=\frac{s}{\Delta P}.
\]

Here this is 0.0061 MV/(cm K). Over the 13.8 K of heating the threshold rises by

\[
0.0061\times13.8\approx0.084\ \text{MV/cm}.
\]

In an isolated body, a field of exactly 1.5 MV/cm has therefore converted nothing yet, a slightly larger field converts only part of the body, and completion needs about 1.58 MV/cm. If the field stops at \(E\) inside this interval, equilibrium gives \(E-E_t(T_0)=(s/\Delta P)(T-T_0)\). Inserting \(T(x)\) and solving for the fraction,

\[
x=\frac1a\ln\left[1+\frac{\Delta P\,\bigl(E-E_t(T_0)\bigr)}{sT_0}\right].
\]

The released heat limits the conversion. In good thermal contact at fixed \(T_0\), the same model would convert completely at one field.

### 4. A heat capacity that varies

Let \(s=S_n(T_0)-S_p(T_0)\) now denote the entropy difference at the starting temperature. The adiabatic condition is \(S_p(T_1)=S_n(T_0)\). Subtract \(S_p(T_0)\) from both sides:

\[
S_p(T_1)-S_p(T_0)=\int_{T_0}^{T_1}\frac{C_p(T)}{T}\,dT=s .
\]

The subscript \(p\) means the polar phase, not constant pressure. On heating, the relevant heat capacity is that of the final, polar phase between \(T_0\) and \(T_1\). If it lies between \(C_{\min}\) and \(C_{\max}\) there, then

\[
C_{\min}\ln\frac{T_1}{T_0}\le s\le C_{\max}\ln\frac{T_1}{T_0},
\]

and solving each inequality for \(T_1\) gives

\[
T_0\left(e^{s/C_{\max}}-1\right)\le T_1-T_0\le
T_0\left(e^{s/C_{\min}}-1\right).
\]

A simple lattice model shows the size of the effect. Give each formula unit nine equal quantum oscillators with level spacing \(k_B\Theta\). The occupation probabilities, proportional to \(e^{-m\Theta/T}\) for level \(m\), depend only on \(\Theta/T\), and so does the entropy. Equal entropies then mean

\[
\frac{\Theta_p}{T_1}=\frac{\Theta_n}{T_0}
\quad\Longrightarrow\quad
\frac{T_1-T_0}{T_0}=\frac{\Theta_p}{\Theta_n}-1 .
\]

Requiring \(C=2.7\) MJ/(m\(^3\) K) in the nonpolar phase at 300 K fixes \(\Theta_n\approx580\) K. An entropy drop of \(0.3\,k_B\) then requires the polar oscillators to be stiffer by 4.68%. The heating is \(0.0468\times300\approx14.0\) K.

It exceeds the constant-\(C\) value because the polar phase has a smaller heat capacity at the start, 2.63 MJ/(m\(^3\) K), which rises to 2.70 at \(T_1\). The bounds for this path are 13.85 K and 14.25 K, and the result lies between them. The model shows that stiffening all its oscillators by a few per cent is enough for the stated entropy. It does not show that real zirconia or hafnia obtains its entropy difference in this way.

## Variation 1: a transition with hysteresis

**Question.** The field must exceed the threshold by \(h=0.5\) MV/cm on the way up and fall below it by \(h\) on the way down. What are the forward heating and the net temperature rise after one isolated cycle?

**Solution.** The lag adds heat \(q\) in each traverse:

\[
q=h\,\Delta P=0.5\ \text{MV/cm}\times20\ \text{µC/cm}^2=10\ \text{MJ/m}^3 .
\]

On the way up, \(E=E_t+h\), and the first law becomes

\[
C\,dT=(sT+q)\,dx .
\]

With \(y=T+q/s\), this is \(dy/dx=ay\). Hence \(y\) grows by the factor \(e^a\), and

\[
T_1=\left(T_0+\frac qs\right)e^a-\frac qs,\qquad
T_1-T_0=\left(T_0+\frac qs\right)(e^a-1).
\]

Here \(q/s=10/0.1218\approx82\) K, so the heating is \(382\times0.0462\approx17.6\) K. The field at the end is

\[
1.5+0.0061\times17.6+0.5\approx2.11\ \text{MV/cm}.
\]

On the way down, let \(z=1-x\) be the fraction that has reverted. Now \(E=E_t-h\) and \(dx=-dz\), so

\[
C\,dT=(sT-q)\,dx=(-sT+q)\,dz .
\]

The transition absorbs heat, while friction still releases it. The difference \(T-q/s\) decays by the factor \(e^{-a}\):

\[
T_{\text{end}}=\frac qs+\left(T_1-\frac qs\right)e^{-a}.
\]

From the forward result, \(T_1-q/s=(T_0+q/s)e^a-2q/s\). Inserting this,

\[
T_{\text{end}}=\frac qs+T_0+\frac qs-\frac{2q}{s}e^{-a},
\qquad
T_{\text{end}}-T_0=\frac{2q}{s}(1-e^{-a})\approx7.2\ \text{K}.
\]

The rise vanishes for \(h=0\), as it must for a reversible cycle. The energy lost is \(C\times7.243\ \text{K}\approx19.6\) MJ/m\(^3\), slightly less than \(2q=20\) MJ/m\(^3\). The reason is that at each \(x<1\) the body is warmer on return than it was on the way up. Its threshold is then higher, and a little more work is recovered.

In a storage capacitor held at 300 K, the reversible heat released on the way up is taken back on the way down, but the hysteresis loss remains. Switching then takes in \((1.5+0.5)\times20=40\) MJ/m\(^3\) and returns \((1.5-0.5)\times20=20\) MJ/m\(^3\). Half of the switching energy is lost for these parameters, the linear dielectric part not counted.

## Variation 2: is a thin film adiabatic?

**Question.** A film of thickness \(L=10\) nm has thermal conductivity \(\kappa=1\) W/(m K), a rough value. How fast does it cool if the material beyond its two faces stays at \(T_0\)?

**Solution.** The excess temperature \(\delta\) obeys \(C\,\partial_t\delta=\kappa\,\partial_z^2\delta\). With faces held at \(T_0\), the slowest mode is \(\sin(\pi z/L)\,e^{-t/\tau}\). Substitution gives \(C/\tau=\kappa\pi^2/L^2\), or

\[
\tau=\frac{CL^2}{\pi^2\kappa}\approx0.027\ \text{ns}.
\]

A thermal resistance \(R\) at each face slows the cooling. Measured from the middle of the film, the slowest mode is \(\cos(kz)\). Equating the conducted flux at \(z=L/2\) to the flux through the resistance gives

\[
\kappa k\sin\frac{kL}{2}=\frac1R\cos\frac{kL}{2}
\quad\Longrightarrow\quad
y\tan y=B,\qquad y=\frac{kL}{2},\quad B=\frac{L}{2\kappa R}.
\]

For small \(y\), \(y\tan y\approx y^2(1+y^2/3)\), so \(1/y^2\approx1/B+1/3\). Since \(\tau=C/(\kappa k^2)=CL^2/(4\kappa y^2)\),

\[
\tau\approx\frac{CLR}{2}+\frac{CL^2}{12\kappa}.
\]

With a rough \(R=10^{-8}\) m\(^2\) K/W, the terms are 0.135 ns and 0.0225 ns, together 0.16 ns. Here \(B=0.5\) is not very small, but diagonalizing a discrete form of the heat-flow problem also gives 0.16 ns. The expansion is not meant for \(R\to0\), where the first formula applies.

A film driven over microseconds between such heat sinks is therefore nearly isothermal. With ideal cold faces, the decay time reaches 1 µs at

\[
L=\pi\sqrt{\frac{\kappa t}{C}}\approx1.9\ \text{µm}.
\]

That is still not adiabatic, because the decay time only equals the pulse duration. Since \(\tau\propto L^2\), a layer three times thicker would have a decay time nine times the pulse. Even then the regions near the faces cool, and about one sixth of the heat released uniformly during the pulse escapes. These thicknesses are only thermal length scales: 1.9 µm at 3 MV/cm needs about 570 V, and nothing here shows that a zirconia-type layer stays antiferroelectric when it is this thick.

## The numbers beside a real film

The field, polarization and thermal values are rough figures for a zirconia-type antiferroelectric film. The entropy drop is given by the problem and is not a measured property derived here. Thermal isolation is a poor assumption for a thin-film capacitor in slow operation: the 13.5 K remains a material scale, while the film's temperature rise is much smaller if the electrodes act as heat sinks. Real electrodes also warm up, and diffusive conduction is itself a rough description at 10 nm, so the cooling times are estimates. Incomplete switching reduces the heating, and the assumed hysteresis raises it from 13.8 to 17.6 K. At a peak field of 3 MV/cm, a permittivity of 30 that changes by \(10^{-4}\) of its value per kelvin gives a reversible effect of about 0.13 K in size, a cooling on applying the field if the permittivity rises with temperature and a heating if it falls. A leakage current of \(10^{-4}\) A/cm\(^2\) adds about \(10^{-4}\) K in 1 µs. These two are small here, but the peak field is already 75% of an assumed breakdown field of 4 MV/cm, which leaves a limited margin. Elastic clamping by the substrate and a spread of thresholds between grains are not sized. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Starting temperature: 300 K
Volume per formula unit: 34 cubic angstrom
Entropy drop per formula unit: 0.3 k_B
Boltzmann constant: 1.380649e-23 J/K
Heat capacity: 2.7 MJ/(m3 K)
Heat capacity per formula unit: 6.649 k_B
Entropy drop per volume: 0.12182 MJ/(m3 K)
Heat released at start temperature: 36.547 MJ/m3
Ratio a = s/C: 0.045119
Adiabatic temperature scale: 13.536 K
Complete reversible heating: 13.846 K
Heating by first-law integration: 13.846 K
Complete reversible cooling: 13.235 K
Cooling by first-law integration: 13.235 K
Mean of heating and cooling: 13.54 K
Partial transformed fraction: 0.7
Heating at partial fraction: 9.626 K
Polarization jump, rough: 20 uC/cm2
Mean threshold, rough: 1.5 MV/cm
Energy difference polar minus nonpolar: -6.547 MJ/m3
Same per formula unit: -1.389 meV
Threshold slope: 0.006091 MV/(cm K)
Threshold shift during heating: 0.08434 MV/cm
Oscillator temperature, nonpolar: 580.4 K
Oscillator stiffening: 4.681 %
Polar oscillator C at start: 2.625 MJ/(m3 K)
Polar oscillator C at end: 2.7 MJ/(m3 K)
Oscillator-model heating: 14.043 K
Lower bound on that heating: 13.846 K
Upper bound on that heating: 14.25 K
Hysteresis field lag, rough: 0.5 MV/cm
Hysteresis heat per traverse: 10 MJ/m3
Forward heating with hysteresis: 17.63 K
Net rise after full cycle: 7.243 K
Field at end of forward transition: 2.107 MV/cm
Peak field, rough: 3 MV/cm
Breakdown field, rough: 4 MV/cm
Peak field over breakdown field: 0.75
Film thickness: 10 nm
Thermal conductivity, rough: 1 W/(m K)
Face thermal resistance, rough: 1e-08 m2 K/W
Cooling time, ideal cold faces: 0.02736 ns
Cooling time, face formula: 0.1575 ns
Cooling time, face matrix: 0.1582 ns
Pulse duration: 1 us
Thickness with equal ideal cooling time: 1.912 um
Relative permittivity, rough: 30
Permittivity coefficient, rough: 0.0001 1/K
Dielectric background temperature size: 0.1328 K
Leakage current density, rough: 0.0001 A/cm2
Leakage heating in pulse: 0.0001111 K
```
